# Why Intersite V, Not On-Site U, Opens a Covalent Gap

A semi-local density-functional calculation of a covalent semiconductor usually gives too small a gap. A Hubbard correction on the valence s and p shells looks like a natural remedy, since it pushes filled orbitals down and empty ones up. In the covalent crystal, however, a positive U may leave the gap almost where it was, or even reduce it. An interaction V between neighbouring atoms, often smaller than U, opens it.

The reason lies in the occupations. Each sp³ hybrid of a covalent bond is about half filled per spin, and this is where the on-site potential passes through zero. The electrons are shared between atoms, and the sharing is recorded in the intersite occupations, which U does not see.

## The two potentials

Take one spin channel of a non-magnetic crystal, with orthonormal orbitals $|I m\rangle$, where $I$ labels the atom and $m$ runs over s, p$_x$, p$_y$, p$_z$. The occupation matrices are

$$n^{IJ}_{mm'}=\sum_{\rm occ}\langle I m|\psi\rangle\langle\psi|J m'\rangle .$$

The correction, in its rotationally invariant form, is

$$E_{UV}=\sum_I\frac U2\,{\rm Tr}\,[n^{II}(1-n^{II})]-\sum_{I\neq J}\frac V2\,{\rm Tr}\,[n^{IJ}n^{JI}] .$$

The second sum runs over ordered nearest-neighbour pairs, so each bond appears twice. One U serves both shells and one V serves all s and p pairs of a bond.

A small change of the on-site matrix gives

$$\delta E_U=\frac U2{\rm Tr}\,[\delta n(1-n)-n\,\delta n]=U\,{\rm Tr}\,[(\tfrac12-n)\,\delta n].$$

In the second term a bond contributes $-V\,{\rm Tr}[n^{IJ}n^{JI}]$ once both orderings are added, and its change is $-V\,{\rm Tr}[n^{IJ}\delta n^{JI}+n^{JI}\delta n^{IJ}]$. The potentials are therefore

$$v^{II}=U(\tfrac12-n^{II}),\qquad v^{IJ}=-V\,n^{IJ}.$$

The first moves orbital energies: down for orbitals more than half filled, up for the others. The second changes the coupling between atoms, and it is large where electrons are shared.

## One bond

Let hybrids $a$ and $b$ point at each other, with equal energies and coupling $-V_2$, $V_2>0$. The occupied state is $(a+b)/\sqrt2$, so

$$n_{aa}=n_{bb}=n_{ab}=\tfrac12 .$$

The on-site potential is zero for any U. The intersite potential is $-V/2$, which turns the coupling into $-(V_2+V/2)$. The bonding and antibonding levels are separated by twice the coupling:

$$E_{\rm gap}=2V_2+V .$$

U does change the energy. Its contribution is $\frac U2(\frac14+\frac14)=U/4$ per bond, the maximum of the penalty. At a maximum the slope is zero, and it is the slope that shifts levels.

A maximum also suggests a possible instability. Suppose the input occupations differ by $\delta=n_{aa}-n_{bb}$. The potential then makes the level difference $\varepsilon_a-\varepsilon_b=-U\delta$. For a coupling $t=V_2+V/2$, the lower state of a two-level system has the charge difference

$$\delta'=\frac{U\delta}{\sqrt{U^2\delta^2+4t^2}}\approx\frac{U}{2V_2+V}\,\delta .$$

The imbalance dies out if $U<2V_2+V$. Beyond this value the symmetric bond is unstable within the model, and the result above no longer describes the state reached.

The zero also relies on equal atoms. If $a$ lies below $b$, then $n_{aa}>\frac12>n_{bb}$, and U lowers $a$ and raises $b$. This increases the level difference, so in a polar bond U does open the gap somewhat.

## The crystal is not a set of isolated bonds

In the diamond structure each atom has four hybrids, $h_i=\frac12(s+\ldots)$, where the dots are p orbitals with signs chosen so that the hybrid points along bond $i$. Two hybrids on one atom are orthogonal: their s parts overlap by $+\frac14$, their p parts by $-\frac14$. Their coupling is thus

$$\langle h_i|H|h_j\rangle=\tfrac14(\varepsilon_s-\varepsilon_p)=-V_1,\qquad V_1=\tfrac14(\varepsilon_p-\varepsilon_s)>0 .$$

This coupling joins the bonds into bands. Its strength relative to the bond is $x=V_1/V_2$.

Let $Q$ project onto all s orbitals and let $S$ exchange the two hybrids of every bond. Then

$$H=\varepsilon_p-4V_1Q-V_2S,\qquad S^2=1 .$$

At wave vector $\mathbf k$ there are eight states. Those orthogonal to $s_A$, $s_B$, $Ss_A$ and $Ss_B$ contain no s orbital and can be chosen with $S=\pm1$. They form two flat pairs at $\varepsilon_p\mp V_2$.

For the other four, define $g=\frac14|\sum_i e^{i\theta_i}|$, where $\theta_i$ are the Bloch phases of the four neighbours. Since $\langle s_A|S|s_B\rangle$ has magnitude $g$, one can combine $s_A$ and $s_B$, with a suitable phase, into $s_\eta$, $\eta=\pm1$, such that $QSs_\eta=\eta g\,s_\eta$. Insert $\psi=\alpha s_\eta+\beta Ss_\eta$ and measure the energy $e$ from $\varepsilon_p$:

$$e\alpha=-4V_1\alpha-(4V_1\eta g+V_2)\beta,\qquad e\beta=-V_2\alpha .$$

Eliminating $\beta$ gives $e^2+4V_1e-V_2^2-4\eta gV_1V_2=0$, hence

$$e=-2V_1\pm\sqrt{4V_1^2+V_2^2+4\eta gV_1V_2}.$$

The lowest conduction state has $\eta=-1$ and the upper sign. It is lowest at $g=1$, the Γ point, where the root is $V_2-2V_1$ for $x<\frac12$ and $e=V_2-4V_1$. At this point $Ss_\eta=\eta s_\eta$, so $s_\eta$ is itself an eigenstate, pure s, with $e=-4V_1-\eta V_2$; the remaining roots $e=\eta V_2$ join the flat pairs as their third, pure p, members. The valence top is $e=-V_2$. The gap is

$$E_{\rm gap}^0=2V_2-4V_1 .$$

It separates a p-bonding valence state from an s-antibonding conduction state. A second, p-antibonding conduction level lies at Γ a distance $2V_2$ above the valence top. At $x=\frac12$ the gap closes, and the argument ends there.

## How far the occupations are from one half

For small $x$, start from filled bonding orbitals $B_i$ and empty antibonding orbitals $B_i^*$. Let $a_1$ and $a_2$ be hybrids of two bonds on the same atom, and $b_1$ and $b_2$ their partners:

$$B_1=\frac{a_1+b_1}{\sqrt2},\qquad B_2^*=\frac{a_2-b_2}{\sqrt2},\qquad \langle B_2^*|H|B_1\rangle=-\frac{V_1}{2}.$$

The energy denominator is $-2V_2$, so $B_1$ acquires an amplitude $(-V_1/2)/(-2V_2)=x/4$ of $B_2^*$. Mixing among filled orbitals does not change the density matrix. The element $n_{a_1a_2}$ receives $\frac12\cdot\frac x4$ from the changed $B_1$ and the same from the changed $B_2$, in total $x/4$. The diagonal elements stay at $\frac12$ to this order.

The s orbital is the symmetric sum of the four hybrids, so its occupation is the diagonal element plus three times the off-diagonal one. For a p orbital the factor is $-1$:

$$n_s=\tfrac12+\tfrac34x,\qquad n_p=\tfrac12-\tfrac14x,\qquad n_s-n_p=x .$$

The sum $n_s+3n_p=2$ is unchanged, as it must be with four electrons per atom in two spin channels. The hybrids are half filled, but s and p are not quite. This small difference is all that U can act on.

The intersite occupations have no such first-order change. To see this, put the hybrid energy at zero, so that $H$ contains only the on-atom coupling, proportional to $V_1$, and the bond coupling. Reverse the sign of all orbitals on sublattice B, an operation called $\tau$. It leaves the on-atom coupling alone and reverses the bond coupling, so

$$\tau H(V_1)\tau=-H(-V_1).$$

The minus sign exchanges filled and empty states. With $P$ the projector onto the filled states, $P(-V_1)=1-\tau P(V_1)\tau$. Within one atom this makes $n^{II}-\frac12$ odd in $V_1$. Between neighbours the sign from $\tau$ cancels the minus sign, and $n^{IJ}$ is even. While the gap stays open, the intersite occupation therefore differs from its isolated-bond value only by terms of order $x^2$.

## What each term does to the band edges

By symmetry the on-site potential has one value for s and one for p. In a state with s weight $w_s$ its expectation value is

$$U(\tfrac12-n_p)-U(n_s-n_p)\,w_s .$$

The valence top is pure p and receives the first term alone. Relative to it, a conduction state moves by

$$\Delta_U=-U(n_s-n_p)\,w_s .$$

This explains both observations about U. A p-like conduction edge moves with the valence top and the gap barely changes; in the present model the p-type level lies above the s-type one, so this case applies to a crystal with the opposite order of levels. An s-like edge is pulled down and the gap shrinks, because U lowers the better-filled s shell and raises the p shell, thereby increasing the s–p splitting that already narrows the gap.

The s weight follows from $H=\varepsilon_p-4V_1Q-V_2S$ at fixed $\varepsilon_p$ as $w_s=-\frac14\,\partial e/\partial V_1$. At X, where $g=0$, the lowest conduction state has

$$w_s=\frac12-\frac{V_1}{\sqrt{4V_1^2+V_2^2}} .$$

For V, add the intersite matrices of the four neighbours and call the s–s and p–p elements $P_{ss}$ and $P_{pp}$, with the p orbitals of atom B reversed so that both are positive. In an isolated bond each hybrid pair has $n_{ab}=\frac12$, and each orbital enters its hybrid with amplitude of magnitude $\frac12$. Four bonds give $4\cdot\frac12\cdot\frac14=\frac12$ for both sums.

The s-antibonding state $(s_A-s_B)/\sqrt2$ is raised by $VP_{ss}$, and the p-bonding state is lowered by $VP_{pp}$. The gap changes by

$$\Delta_V=V(P_{ss}+P_{pp})=V\,[1+O(x^2)].$$

At Γ, symmetry fixes these two states in the symmetric solution. Their shifts are then the expectation values above even for finite U and V, provided the self-consistent occupations are used:

$$E_{\rm gap}=2V_2-4V_1-U(n_s-n_p)+V(P_{ss}+P_{pp}).$$

## Self-consistency and a closed estimate

U increases the s–p splitting, which increases $n_s-n_p$, which increases the splitting again. V strengthens the bonds and weakens this feedback. To leading order in $x$, the effective bond coupling is $V_2'=V_2+V/2$, and the occupation difference is $V_1'/V_2'$. The effective splitting obeys

$$4V_1'=4V_1+U\frac{V_1'}{V_2'}\quad\Rightarrow\quad V_1'=\frac{V_1}{1-U/(4V_2')}.$$

Substitution into $2V_2'-4V_1'$ gives

$$E_{\rm gap}\approx2V_2+V-\frac{4V_1}{1-U/(4V_2+2V)} .$$

The neglected terms are of order $x^2$ when V is present, because the loss of intersite occupation begins there. For small $x$, and for U and V small compared with $V_2$, the change of the gap is about $V-xU$. The combined correction opens this s-type gap if V exceeds roughly $xU$, which may be much less than U.

## How large the effects are

Take round model parameters, $V_2=4$ eV, $V_1=1$ eV, $U=2$ eV and $V=1$ eV, so that $x=0.25$. They represent no particular material. The occupations were iterated to self-consistency in the s, p basis.

For isolated bonds the gap is 8 eV without correction and 8 eV with U; it is 9 eV with V, whether or not U is present. A charge imbalance shrinks by the factor $2/(8+1)=0.22$ per iteration, so the symmetric solution is stable. In the crystal, too, a charge-biased start with both terms returned to it.

The uncorrected crystal has $n_s=0.685$ and $n_p=0.438$, close to the small-$x$ values $0.5+0.1875=0.688$ and $0.5-0.0625=0.438$. The conduction levels above the valence top at Γ, in eV, are:

| Correction | Γ, s-type | X | Γ, p-type |
|---|---:|---:|---:|
| none | 4.00 | 6.47 | 8.00 |
| U | 3.44 | 6.32 | 8.00 |
| V | 4.91 | 7.39 | 8.98 |
| U and V | 4.39 | 7.24 | 8.97 |

The first column is the gap of the model.

**U alone.** With the uncorrected difference $n_s-n_p=0.247$, the s-type edge should move by $-2\times0.247=-0.49$ eV. At X the s weight is $0.5-1/\sqrt{20}=0.276$, and the shift should be $-0.49\times0.276=-0.14$ eV. The self-consistent shifts are $-0.56$ and $-0.15$ eV. The excess at Γ is the feedback: U raises the occupation difference to $0.709-0.430=0.279$, and $-2\times0.279=-0.56$ eV. The p-type edge does not move.

**V alone.** The uncorrected sums are $P_{ss}=0.402$ and $P_{pp}=0.488$, so the expected opening is $1\times(0.402+0.488)=0.89$ eV. The self-consistent value is 0.91 eV. All three edges rise by 0.91 to 0.98 eV: V acts on the bond coupling and does not need an s–p imbalance.

**Both terms.** The gap grows by 0.39 eV. The occupation difference is now $0.249$ (with $n_s\approx0.686$, $n_p\approx0.438$), so U contributes $-0.50$ eV, and the remaining $+0.89$ eV comes from V. The two terms shift the occupations in opposite directions, and here the final values almost equal the uncorrected ones. This near cancellation is due to the choice $U=2V$: to leading order $n_s-n_p=V_1'/V_2'=V_1/(V_2+V/2-U/4)$, which reduces to $x$ only for that ratio. Unchanged occupations are therefore no sign that the correction has done nothing to the gap.

The closed estimate gives $8-4/(1-2/16)=3.43$ eV for U alone and $9-4/(1-2/18)=4.50$ eV for both terms. The second value is 0.11 eV too high, or 2.5% of the self-consistent gap. The numerical check confirms that this error falls by a factor of four when a small $V_1$ is halved.

## What to do in practice

Look at the occupation matrices and the orbital character of the band edges before choosing a correction. If the occupations of the relevant shells are near one half and the intersite elements are large, the on-site term shifts the gap at first order by only a fraction of U. For a p-like valence top, and when both shells carry the same U, this first-order shift is $-U(n_s-n_p)w_s$: a reduction whenever the s shell is better filled than the p shell and the conduction edge has s weight. With a large U the feedback increases $n_s-n_p$, and the gap can shrink considerably.

Do not fit U to the gap in this situation. For an s-type edge the model would require a negative U, which would reduce the s–p splitting and leave the bond coupling uncorrected. At a p-type edge no moderate value of U would help.

Correcting the p shell alone does not avoid the problem. The p potential is $U(\frac12-n_p)$, positive here. It raises the pure-p valence top in full and a conduction state only in proportion to its p weight. At first order the separation changes by $-U(\frac12-n_p)w_s$, or about $-2\times0.062=-0.12$ eV for the s-type edge of the example. The sign is the same and the effect smaller.

Include V between bonded neighbours, and include the s–s, s–p and p–p blocks together. The hybrid bond is a combination of all of them, and the result $V/2$ for the added coupling assumes that they share one V. At Γ only the s–s and p–p sums enter the gap formula directly; the s–p block acts on edges of mixed character such as X. If U and V are computed for the material, use the same orbital projectors for computing them and for applying them, because the occupations multiplying U and V depend on that choice.

Three limits matter when the model is carried over to a real calculation. First, the underlying Hamiltonian is frozen here. In a real crystal the Hartree and exchange-correlation potentials respond to the transfer between s and p, and they can change the size of the shifts. Second, the model has nearest-neighbour couplings only and a direct gap at Γ, whereas many covalent crystals have an indirect gap. The X column shows what then changes: the harm done by U is smaller at an edge of mixed character, while the opening by V remains. Third, the symmetric solution must be stable. If a large U drives neighbouring atoms to different charges or spins, a gap may open, but it then belongs to a broken-symmetry state and not to a better description of the covalent bond.

## Table of computed values

```
bond coupling V2 = 4.00 eV, on-atom coupling V1 = 1.00 eV
Hubbard U = 2.00 eV, intersite V = 1.00 eV
ratio x = V1/V2 = 0.250
isolated bonds, none: gap = 8.000 eV
isolated bonds, U only: gap = 8.000 eV
isolated bonds, V only: gap = 9.000 eV
isolated bonds, U and V: gap = 9.000 eV
isolated bonds, imbalance growth per iteration = 0.2222
crystal, occupations per spin:
  none: n_s = 0.685, n_p = 0.438, bond n_ab = 0.477
  U only: n_s = 0.709, n_p = 0.430, bond n_ab = 0.471
  V only: n_s = 0.666, n_p = 0.445, bond n_ab = 0.482
  U and V: n_s = 0.686, n_p = 0.438, bond n_ab = 0.477
crystal, conduction levels above the valence top at Gamma (eV):
  none: Gamma s-type 4.000, X 6.472, Gamma p-type 8.000
  U only: Gamma s-type 3.442, X 6.325, Gamma p-type 8.000
  V only: Gamma s-type 4.909, X 7.394, Gamma p-type 8.980
  U and V: Gamma s-type 4.389, X 7.244, Gamma p-type 8.975
change of these levels (eV):
  U only: Gamma s-type -0.558, X -0.148, Gamma p-type +0.000
  V only: Gamma s-type +0.909, X +0.922, Gamma p-type +0.980
  U and V: Gamma s-type +0.389, X +0.772, Gamma p-type +0.975
s weights: Gamma s-type 1.000, X 0.276, Gamma p-type 0.000
uncorrected n_s - n_p = 0.247
first-order U shift, Gamma s-type = -0.493 eV
first-order U shift, X = -0.136 eV
intersite sums: P_ss = 0.402, P_pp = 0.488
first-order V shift, Gamma s-type = +0.890 eV
closed gap estimate, none = 4.000 eV
closed gap estimate, U only = 3.429 eV
closed gap estimate, V only = 5.000 eV
closed gap estimate, U and V = 4.500 eV
estimate error ratio when V1 is halved = 4.00
largest Gamma gap minus grid-minimum gap = 0.0000 eV
largest gap change, 8^3 to 12^3 k points = 1.8e-07 eV
```
